\section*{Diffusion-Controlled High-Frequency Breakdown Between Absorbing Plates, part 2}

A gas fills the gap $0<x<L$ between wide absorbing plates. It breaks down when ionization outpaces the loss of electrons by attachment and by diffusion to the plates. The uniform field along $x$ is $E(t)=\sqrt2\,E\cos\omega t$, with $E$ the rms value. Electrons have charge $-e$ and mass $m$. Units are SI, with electron energies in eV.

The electron density $n(x,t)$ has diffusion coefficient $D$, drift velocity $u(t)$ and net frequency $\nu=\nu_i-\nu_a$ (ionization minus attachment). The drift moves electrons to and fro with amplitude $a$. With $n=e^{\nu t}w$,
\begin{equation}
\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial x^2}-u(t)\frac{\partial w}{\partial x},
\qquad w(0,t)=w(L,t)=0 .
\label{weq}
\end{equation}
The long-time loss rate of $w$, averaged over a cycle, is $\kappa$, and the threshold is $\nu=\kappa$.

The first derivation set $u=0$ and expanded $n$ in sine modes. The lowest mode, $\sin(\pi x/L)$, has the loss rate $\kappa_1=D(\pi/L)^2$, which gives the threshold $\nu=\kappa_1$. A seed electron released at $x_0$ contributes to the late mean population with weight $(4/\pi)\sin(\pi x_0/L)$. The second derivation, which follows, keeps the drift and encloses $\kappa$ between two bounds without solving for the modes.

The model gas has density $N$, momentum-transfer collision frequency $\nu_m=k_mN$, $\nu_a=k_aN$, $D=T/(m\nu_m)$ at fixed electron temperature $T$ (in energy units), and $\nu_i=k_iN\exp(-\beta N/E_{\rm eff})$, where $E_{\rm eff}=\nu_mE/\sqrt{\nu_m^2+\omega^2}$. Its rms breakdown field is $E_b=\sqrt{1+\omega^2/\nu_m^2}\,\beta N/G$, with $G=\ln[k_iN/(k_aN+\kappa_1)]$.

In the example $L=1$~cm, the frequency is 3~GHz, $N=10^{23}~{\rm m^{-3}}$, $T=3$~eV, $k_m=10^{-13}$, $k_i=10^{-14}$ and $k_a=10^{-17}~{\rm m^3\,s^{-1}}$, and $\beta=3\times10^{-19}~{\rm V\,m^2}$. These give $D=52.8~{\rm m^2\,s^{-1}}$, $\kappa_1=5.21\times10^{6}~{\rm s^{-1}}$ and $E_b=1.26\times10^{4}~{\rm V\,m^{-1}}$.

\subsection{The loss cannot be slower than $D(\pi/L)^2$}

Multiply Eq.~\eqref{weq} by $w$ and integrate over the gap. The diffusion term is integrated by parts, and $w\,\partial w/\partial x$ is half the derivative of $w^2$:
\begin{equation}
\frac12\frac{d}{dt}\int_0^Lw^2dx
=D\Big[w\,w_x\Big]_0^L-D\int_0^Lw_x^2\,dx-\frac{u}{2}\Big[w^2\Big]_0^L ,
\end{equation}
where $w_x=\partial w/\partial x$. Both brackets vanish because $w=0$ at the plates. The drift has disappeared, whatever its size and time dependence.

The remaining integral has a lower bound. Let $k=\pi/L$ and start from a square, which cannot be negative:
\begin{equation}
0\le\int_0^L\left(w_x-k\cot(kx)\,w\right)^2dx .
\end{equation}
The cross term is $-k\cot(kx)\,\partial(w^2)/\partial x$. Integrate it by parts. Near a plate $w^2$ vanishes as the square of the distance while the cotangent grows as its inverse, so the boundary term is zero. Since $d\cot(kx)/dx=-k/\sin^2kx$, the cross term contributes $-k^2\int w^2/\sin^2(kx)\,dx$. The last term of the square contributes $+k^2\int w^2\cot^2(kx)\,dx$. With $1/\sin^2-\cot^2=1$ the sum is
\begin{equation}
0\le\int_0^Lw_x^2\,dx-k^2\int_0^Lw^2\,dx .
\label{poincare}
\end{equation}
Consequently
\begin{equation}
\frac{d}{dt}\int_0^Lw^2dx\le-2D\left(\frac{\pi}{L}\right)^2\int_0^Lw^2dx ,
\end{equation}
and $\int w^2dx$ decays at least as fast as $e^{-2\kappa_1t}$. The number of electrons follows from the Cauchy--Schwarz inequality,
\begin{equation}
\int_0^Ln\,dx\le\sqrt L\left(\int_0^Ln^2dx\right)^{1/2}\le C\,e^{(\nu-\kappa_1)t},
\label{above}
\end{equation}
where $C$ depends on the seed. If $\nu<\kappa_1$ the population dies out, with or without drift. Hence $\kappa\ge\kappa_1$: a uniform drift can add to the loss but cannot reduce it.

\subsection{The loss cannot be faster than that of a slightly narrower gap}

Let $\xi(t)=a\sin(\omega t+\varphi)$ be the displacement belonging to the drift, $u=d\xi/dt$. Introduce the coordinate $y=x-\xi(t)$, which moves with the electrons, and the function $W(y,t)=w(y+\xi(t),t)$. By the chain rule
\begin{equation}
\frac{\partial W}{\partial t}=\frac{\partial w}{\partial t}+u\frac{\partial w}{\partial x}
=D\frac{\partial^2W}{\partial y^2}.
\end{equation}
In this frame the electrons do not drift. The plates move instead, at $y=-\xi(t)$ and $y=L-\xi(t)$. As $|\xi|\le a$, neither plate enters the interval $a<y<L-a$, provided that $2a<L$.

On this inner interval compare $W$ with the function
\begin{equation}
z(y,t)=\varepsilon\sin\frac{\pi(y-a)}{L-2a}\,e^{-\kappa_a(t-t_0)},
\qquad
\kappa_a=\frac{D\pi^2}{(L-2a)^2}.
\label{z}
\end{equation}
It obeys the same diffusion equation and vanishes at the ends of the inner interval. The time $t_0$ is taken shortly after the seeding, at an instant when neither plate touches the inner interval. By then $W$ is positive on all of it, because a diffusing electron has a non-zero chance of reaching any place in the gap before it meets a plate. A small enough $\varepsilon>0$ then makes $W\ge z$ at $t_0$.

The inequality persists. Let $\delta=W-z$. This difference obeys the diffusion equation, is not negative at $t_0$, and is not negative at the ends of the inner interval, where $z=0$ and $W\ge0$. For any $\eta>0$ define $q=\delta+\eta(1+t-t_0)$. Then
\begin{equation}
\frac{\partial q}{\partial t}-D\frac{\partial^2q}{\partial y^2}=\eta>0 ,
\end{equation}
and $q\ge\eta$ at $t_0$ and at the ends. If $q$ ever fell to zero, it would do so first at some inner point. There $q$ would be decreasing or stationary in time, $\partial q/\partial t\le0$, and at a minimum in space, $\partial^2q/\partial y^2\ge0$. The left side would then be zero or negative, a contradiction. So $q>0$ for every $\eta>0$, and letting $\eta\to0$ gives $W\ge z$ at all later times.

Integrating $z$ over the inner interval gives a floor for the population,
\begin{equation}
\int_0^Ln\,dx\ge\frac{2\varepsilon(L-2a)}{\pi}\,e^{\nu t-\kappa_a(t-t_0)} .
\label{below}
\end{equation}
If $\nu>\kappa_a$ the population grows without limit in this model. Therefore $\kappa\le\kappa_a$.

\subsection{The threshold again, and the size of the drift effect}

The two bounds together state that the net frequency at breakdown satisfies
\begin{equation}
\boxed{\;D\left(\frac{\pi}{L}\right)^2\le\nu_i-\nu_a\le\frac{D\pi^2}{(L-2a)^2}\;}
\label{bounds}
\end{equation}
As $a/L\to0$ they merge, and the threshold $\nu_i-\nu_a=D(\pi/L)^2$ is recovered.

In the example the amplitude at breakdown is $a=\sqrt2\,eE_b/(m\omega\sqrt{\nu_m^2+\omega^2})=7.8\times10^{-6}$~m. The upper bound exceeds the lower one by the fraction
\begin{equation}
\frac{1}{(1-2a/L)^2}-1\simeq\frac{4a}{L}=0.0031 .
\end{equation}
Within the drift-diffusion description of Eq.~\eqref{weq}, the drift raises the loss by no more than this fraction, about 0.31\%. The bound is generous: solving Eq.~\eqref{weq} for the example gives an increase of about 0.02\%. Since $a$ is here less than a tenth of the mean free path and $\omega>\nu_m$, that equation does not resolve the oscillation next to the plates, and these figures show only that the effect is small.

A larger amplitude shows the effect itself. For $a/L=0.10$ the upper bound is $1.56\,\kappa_1$. Equation~\eqref{weq} was solved by finite differences over one period, and the slowest decay was read from the largest eigenvalue of the matrix that advances the density by that period. The loss rate is $1.19\,\kappa_1$ for $\omega L^2/D=200$ and $1.37\,\kappa_1$ for $\omega L^2/D=2000$. Both values lie between the bounds, and the faster oscillation costs more electrons at the same amplitude.

The result fails when the drift is not a small oscillation. For a steady drift put $w=e^{ux/2D}g$. Then
\begin{equation}
D\,w_{xx}-u\,w_x=e^{ux/2D}\left(D\,g_{xx}-\frac{u^2}{4D}\,g\right),
\end{equation}
because the terms in $g_x$ cancel and those in $g$ add up to $u^2/4D-u^2/2D$. The lowest loss rate becomes $D(\pi/L)^2+u^2/4D$. The second term exceeds the first when $|u|>2\pi D/L$. The sweeping of electrons to one plate then accounts for most of the loss, and the threshold $\nu=D(\pi/L)^2$ is too low by more than a factor of two.

\subsection{How the threshold field depends on gap and density}

Doubling the gap divides $\kappa_1$ by four, but the field depends on it through a logarithm. In the example $E_b$ falls from $1.26\times10^4$ to $1.05\times10^4~{\rm V\,m^{-1}}$, by 16\%.

The gas density acts in two opposite ways. In the model $\kappa_1$ is proportional to $1/N$, so a thin gas loses electrons quickly. When $\nu_m\ll\omega$ the ratio $E_{\rm eff}/N$ tends to $k_mE/\omega$, so thinning the gas no longer lowers the field needed for a given $E_{\rm eff}/N$, and the rise of $E_b$ at low density comes from the fall of $G$ alone. In a dense gas the field must grow with $N$ to reach the same $E_{\rm eff}/N$. To find the minimum, use
\begin{equation}
\ln E_b=\tfrac12\ln\left(N^2+\frac{\omega^2}{k_m^2}\right)-\ln G+\ln\beta .
\end{equation}
The first term has the derivative $N^2/(N^2+\omega^2/k_m^2)$ with respect to $\ln N$. For the second, write $G=\ln k_i-\ln(k_a+\kappa_1/N)$, where $\kappa_1/N$ varies as $N^{-2}$. Then $dG/d\ln N=2\theta$, with $\theta=\kappa_1/(\nu_a+\kappa_1)$ the share of diffusion in the losses. The minimum lies where
\begin{equation}
\frac{\nu_m^2}{\nu_m^2+\omega^2}=\frac{2\theta}{G}.
\label{optimum}
\end{equation}
As $N$ increases, the left side rises from its value at the lowest density that allows breakdown towards 1. The right side falls from infinity, where $G=0$, towards zero. They cross once, so there is one minimum.

Solving Eq.~\eqref{optimum} numerically gives $N=1.21\times10^{23}~{\rm m^{-3}}$ and $E_b=1.25\times10^4~{\rm V\,m^{-1}}$. The field rises to $2.02\times10^4~{\rm V\,m^{-1}}$ at $N=3\times10^{22}~{\rm m^{-3}}$ and to $4.45\times10^4~{\rm V\,m^{-1}}$ at $10^{24}~{\rm m^{-3}}$. At the minimum $\nu_m/\omega=0.64$. It does not coincide with $\nu_m=\omega$, where a given field heats an electron most strongly, because the density also changes the losses and the field needed for ionization.

\subsection{What each derivation assumes}

The first derivation assumes from the outset that the drift can be dropped. It also relies on the completeness of the sine functions. In return it gives the whole evolution: the final shape $\sin(\pi x/L)$, the weight of a seed, and the time $1/\kappa_1$, here $0.19~\mu$s, that sets the pace at which the other modes fade. It contains no estimate of the error made by dropping the drift.

The second derivation keeps the drift and needs no set of modes. It uses the fact that a density is never negative, and for the upper bound it needs $2a<L$. It yields an interval for the threshold instead of a value, and neither the shape of the density nor the weight of a seed. Its lower bound holds for any uniform drift, steady or oscillating.

Both assume that $\nu$ and $D$ are uniform. At 3~GHz the wavelength is 10~cm, so the rms field between plates much wider than $L$ is not uniform in general. It is uniform for a wave travelling along an ideal parallel-plate line, but not for a standing wave. In the lowest mode of a cylindrical cavity the field falls with distance $r$ from the axis as $J_0(\omega r/c)$, by 10\% at $r=L$. Electrons then also diffuse sideways out of the strong-field region, and for the example the field on the axis at threshold is about 8\% above $E_b$, a larger shift than those due to the drift or to the condition at the plates. A $\nu$ that varies in time but not in space does no harm: the factor $e^{\nu t}$ becomes $\exp(\int\nu\,dt)$, and the cycle average of $\nu$ enters the criterion. The use of $E_{\rm eff}$ is more demanding, since it needs a steady electron energy. In the example an electron gains $6.1\times10^{8}$~eV per second. Divided by its mean energy $\tfrac32T=4.5$~eV, this is a relaxation rate of $1.4\times10^{8}~{\rm s^{-1}}$, or 0.4\% of the frequency $2\omega$ at which the heating pulsates. During one relaxation time an electron diffuses about 0.6~mm, a fifth of $\Lambda=L/\pi$, and $\kappa_1$ is about 4\% of the relaxation rate. At $N=3\times10^{22}~{\rm m^{-3}}$ these figures are 1.2~mm and 13\%. The uniformity of the energy distribution across the gap is therefore only approximate, and increasingly so on the low-density side of the minimum.

Both also set $n=0$ at the plates. In the example this changes the loss more than the drift does. At a plate no electrons return. The isotropic part of the distribution sends a flux $n\bar v/4$ each way, where $\bar v=\sqrt{8T/\pi m}$ is the mean speed, taken for a Maxwellian distribution. Let $J$ now denote the net flux towards the plate. The directed part adds $J/2$ to the stream towards the plate and takes $J/2$ from the returning one. The returning flux is then $n\bar v/4-J/2=0$, so $J=n\bar v/2$. At $x=0$, with the drift left out, $J=D\,\partial n/\partial x$, and the condition reads
\begin{equation}
n=d\,\frac{\partial n}{\partial x},\qquad d=\frac{2D}{\bar v}.
\end{equation}
The symmetric mode $\cos[k(x-L/2)]$ satisfies it if $\cos(kL/2)=kd\sin(kL/2)$, or
\begin{equation}
k\tan\frac{kL}{2}=\frac1d .
\label{robin}
\end{equation}
For $d\ll L$ put $kL/2=\pi/2-\alpha$ with small $\alpha$. Then $\tan(kL/2)\simeq1/\alpha$, so $\alpha\simeq kd$ and $k\simeq\pi/(L+2d)$. The gap acts as if it were wider by $d$ on each side.

In the example the mean free path $\bar v/\nu_m$ is 0.12~mm and $d=0.091$~mm. This $d$ is an estimate, because the division into an isotropic and a small directed part is inaccurate within about a mean free path of a plate. The numerical root of Eq.~\eqref{robin} lowers the diffusion loss by 3.5\% and the breakdown field by 0.6\%. A kinetic model in which each collision returns the electron to a Maxwellian at the rate $\nu_m$ gives about 4.1\% and 0.7\%, so only the first digit of the loss correction, about 4\%, is meaningful. The correction grows in a thinner gas. The lowest density for which the model has a threshold is $7.2\times10^{21}~{\rm m^{-3}}$, about 14 times below that of the example. The mean free path there is 14 times longer, about a sixth of the gap. The condition $n=0$ at the plates is then a poor one, and the diffusion equation itself is only approximate. Neither derivation covers that regime, nor plates that emit electrons, nor a population dense enough for its space charge to alter the diffusion.
